# Electric and magnetic multipoles of a circularly polarized plane wave

## First half: from symmetry to the expansion

### What symmetry fixes

Take a wave of unit amplitude travelling along $z$,

$$\mathbf A(\mathbf r) = \mathbf e_\lambda e^{ikz}, \qquad \lambda = \pm 1, \qquad \mathbf e_{\pm 1} = \mp \frac{\hat{\mathbf x} \pm i \hat{\mathbf y}}{\sqrt 2}, \qquad \mathbf e_0 = \hat{\mathbf z}.$$

The amplitude is dimensionless, so the radius can enter an expansion about the origin only through $kr$. Each component obeys $(\nabla^2 + k^2)\mathbf A = 0$ and is regular at the origin. The radial functions are therefore spherical Bessel functions $j_L(kr)$.

A rotation $R$ turns a vector field into $[U(R)\mathbf A](\mathbf r) = R\,\mathbf A(R^{-1}\mathbf r)$. For a small angle $\alpha$ about a unit vector $\hat{\mathbf n}$,

$$U\mathbf A = \mathbf A - \alpha\, \hat{\mathbf n} \cdot (\mathbf r \times \nabla) \mathbf A + \alpha\, \hat{\mathbf n} \times \mathbf A = (1 - i \alpha\, \hat{\mathbf n} \cdot \mathbf J)\mathbf A .$$

This identifies $\mathbf J = \mathbf L + \mathbf S$, in units of $\hbar$, with $\mathbf L = -i \mathbf r \times \nabla$ and $S_a \mathbf A = i \hat{\mathbf e}_a \times \mathbf A$, where $\hat{\mathbf e}_a$ is a Cartesian unit vector. Since $\hat{\mathbf z} \times \mathbf e_\lambda = -i\lambda \mathbf e_\lambda$, we have $S_z \mathbf e_\lambda = \lambda \mathbf e_\lambda$. The factor $e^{ikz}$ has $L_z = 0$. Hence

$$J_z \mathbf A = \lambda \mathbf A .$$

Only fields with $M = \lambda$ can occur, and $J \ge |M|$ excludes $J = 0$.

The wave is also an eigenfield of the curl:

$$\nabla \times (\mathbf e_\lambda e^{ikz}) = ik\, \hat{\mathbf z} \times \mathbf e_\lambda e^{ikz} = \lambda k\, \mathbf e_\lambda e^{ikz}.$$

The curl commutes with rotations and reverses parity. Let $\mathbf A^M_J$ be a divergence-free solution of definite $J$ and parity, and define its partner by $\nabla \times \mathbf A^M_J = ik \mathbf A^E_J$. Because $\nabla \times \nabla \times = -\nabla^2 = k^2$ on such fields, $\nabla \times \mathbf A^E_J = -ik \mathbf A^M_J$. Applying the curl to $\mathbf A^M_J + b\mathbf A^E_J$ and requiring the eigenvalue $\lambda k$ gives $-ib = \lambda$, so $b = i\lambda$. The form must be

$$\mathbf e_\lambda e^{ikz} = \sum_{J \ge 1} a_J \left( \mathbf A^M_{J\lambda} + i\lambda \mathbf A^E_{J\lambda} \right).$$

The constants $a_J$ and the explicit fields remain to be found.

### The simplest case: first order in $kr$

Near the origin $\mathbf A \approx \mathbf e_\lambda + ikz\, \mathbf e_\lambda$. The constant term has $L = 0$ and spin one, so $J = 1$. Split the linear term into parts symmetric and antisymmetric in $\hat{\mathbf z}$ and $\mathbf e_\lambda$:

$$z \mathbf e_\lambda = \tfrac12 \left[ z \mathbf e_\lambda + (\mathbf e_\lambda \cdot \mathbf r) \hat{\mathbf z} \right] + \tfrac12 \left[ z \mathbf e_\lambda - (\mathbf e_\lambda \cdot \mathbf r) \hat{\mathbf z} \right].$$

The first part is $\tfrac12 \nabla [ z (\mathbf e_\lambda \cdot \mathbf r) ]$. The function in brackets is a solid harmonic of degree two, because $\hat{\mathbf z} \cdot \mathbf e_\lambda = 0$ removes its trace. This part has $J = 2$.

The second part is $\tfrac12 \mathbf r \times (\mathbf e_\lambda \times \hat{\mathbf z}) = \tfrac12 i\lambda\, \mathbf r \times \mathbf e_\lambda$. Multiplication by $ik$ gives

$$-\tfrac12 \lambda k\, \mathbf r \times \mathbf e_\lambda = \tfrac12 \mathbf B_0 \times \mathbf r, \qquad \mathbf B_0 = \lambda k \mathbf e_\lambda .$$

This is the potential of a uniform magnetic field, equal to the curl of the wave at the origin. It has $J = 1$. The first order thus contains three pieces: a uniform potential, a quadrupole gradient and a uniform magnetic field. They will become E1, E2 and M1.

Their sizes give a limit for the general result. Averaging over directions, $\langle |\mathbf r \times \mathbf e_\lambda|^2 \rangle = r^2 (1 - \tfrac13)$, so the magnetic piece has mean square $(k^2/4)(2r^2/3) = (kr)^2/6$. The symmetric piece has

$$\frac{k^2}{4} \left\langle z^2 + |\mathbf e_\lambda \cdot \mathbf r|^2 \right\rangle = \frac{k^2}{4} \cdot \frac{2r^2}{3} = \frac{(kr)^2}{6},$$

the same value.

### All orders of the scalar wave

Write $x = kr$ and $\mu = \cos\theta$, and expand $e^{ix\mu} = \sum_L c_L(x) P_L(\mu)$. Separation of the Helmholtz equation shows that $c_L$ obeys the spherical Bessel equation. Regularity makes it proportional to $j_L$, normalized by $j_L \to x^L/(2L+1)!!$ at small $x$.

The constant follows from the lowest power in

$$c_L = \frac{2L+1}{2} \int_{-1}^{1} P_L(\mu) e^{ix\mu}\, d\mu .$$

Powers of $\mu$ below $L$ are orthogonal to $P_L$. Rodrigues' formula and $L$ integrations by parts give

$$\int_{-1}^{1} \mu^L P_L\, d\mu = \frac{1}{2^L} \int_{-1}^{1} (1 - \mu^2)^L d\mu = \frac{2^{L+1} (L!)^2}{(2L+1)!}.$$

With $(2L+1)! = (2L+1)!!\, 2^L L!$, the leading term is

$$c_L \to \frac{2L+1}{2} \frac{(ix)^L}{L!} \frac{2^{L+1}(L!)^2}{(2L+1)!} = i^L (2L+1) \frac{x^L}{(2L+1)!!}.$$

Thus $c_L = i^L (2L+1) j_L$. Since $P_L = \sqrt{4\pi/(2L+1)}\, Y_{L0}$,

$$e^{ikz} = \sum_{L \ge 0} i^L \sqrt{4\pi(2L+1)}\, j_L(kr) Y_{L0}(\hat{\mathbf r}).$$

### Coupling the orbital and vector parts

Define vector spherical harmonics with Condon–Shortley phases:

$$\mathbf Y_{JLM} = \sum_q C(L, M-q; 1, q | J, M)\, Y_{L,M-q}\, \mathbf e_q .$$

They are orthonormal on the unit sphere, since the coupling matrix is unitary. The inverse relation is $Y_{L0} \mathbf e_\lambda = \sum_J C(L0;1\lambda|J\lambda) \mathbf Y_{JL\lambda}$. We need this one family of coefficients.

Start with $\lambda = 1$ and $L \ge 1$. Let $a, b, c$ be the amplitudes of the product states with $(m,q) = (0,1), (1,0), (2,-1)$ in the state $|J,1\rangle$. From $\mathbf J^2 = \mathbf L^2 + 2 + 2\mathbf L \cdot \mathbf S$, the eigenvalue of $2\mathbf L \cdot \mathbf S$ is

$$\Lambda = J(J+1) - L(L+1) - 2 .$$

Use $2\mathbf L \cdot \mathbf S = 2L_z S_z + L_+ S_- + L_- S_+$ and put $\ell = L(L+1)$. The first and third rows of the eigenvalue equation are

$$\Lambda a = \sqrt{2\ell}\, b, \qquad (\Lambda + 4) c = \sqrt{2(\ell - 2)}\, b .$$

Substitution in $a^2 + b^2 + c^2 = 1$ yields

$$\frac{1}{a^2} = 1 + \frac{\Lambda^2}{2\ell} + \frac{(\ell - 2)\Lambda^2}{\ell (\Lambda + 4)^2}.$$

For $J = L+1$, $\Lambda = 2L$. Using $\ell - 2 = (L-1)(L+2)$,

$$\frac1{a^2} = 1 + \frac{2L}{L+1} + \frac{L(L-1)}{(L+1)(L+2)} = \frac{4L^2 + 6L + 2}{(L+1)(L+2)} = \frac{2(2L+1)}{L+2}.$$

For $J = L$, $\Lambda = -2$ and

$$\frac1{a^2} = 1 + \frac{2}{\ell} + \frac{\ell - 2}{\ell} = 2 .$$

For $J = L-1$, which needs $L \ge 2$ when $M = 1$, $\Lambda = -2(L+1)$ and

$$\frac1{a^2} = 1 + \frac{2(L+1)}{L} + \frac{(L+1)(L+2)}{L(L-1)} = \frac{4L^2 + 2L}{L(L-1)} = \frac{2(2L+1)}{L-1}.$$

When $L = 0$ there is one product state and $a = 1$, in agreement with the first formula.

The sign of $a$ follows from the top state $M = J$. Lowering by $J_- = L_- + S_-$ can produce a $q = 1$ component only from another $q = 1$ component, through $L_-$, whose matrix elements are positive. The sign at $M = J$ therefore survives down to $M = 1$. The phase convention makes the component with $m = L$ positive in the top state, and $J_+$ must annihilate that state:

- For $J = L+1$, the top state is $|L,L\rangle |1,1\rangle$, so the sign is positive.
- For $J = L$, cancellation of $|L,L\rangle |1,1\rangle$ gives the $q = 1$ component the opposite sign to the positive $q = 0$ component. It is negative.
- For $J = L-1$, the same cancellation occurs twice, from $q = -1$ to $0$ and from $0$ to $1$. The sign is positive.

For $\lambda = -1$, use the half-turn $U = e^{-i\pi J_y}$. It obeys $U J_+ U^{-1} = -J_-$. On $M = 0$ its phase is $(-1)^J$, as $P_J(-\mu) = (-1)^J P_J(\mu)$ shows; this phase depends only on the angular momentum matrices. Then

$$U |J,1\rangle = \frac{U J_+ |J,0\rangle}{\sqrt{J(J+1)}} = -\frac{J_- U |J,0\rangle}{\sqrt{J(J+1)}} = (-1)^{J-1} |J,-1\rangle .$$

Also $U|L,0\rangle = (-1)^L |L,0\rangle$ and $U\mathbf e_1 = \mathbf e_{-1}$. Since $U$ preserves overlaps, the coefficient changes by $(-1)^{L+J-1}$: it reverses for $L = J$ and stays the same for $L = J \pm 1$. Expressed through $J$,

$$C(J-1,0;1\lambda|J\lambda) = \sqrt{\frac{J+1}{2(2J-1)}},$$

$$C(J,0;1\lambda|J\lambda) = -\frac{\lambda}{\sqrt2}, \qquad C(J+1,0;1\lambda|J\lambda) = \sqrt{\frac{J}{2(2J+3)}}.$$

### Collecting the terms

For a given $J$, insertion in the scalar expansion produces

$$i^{J-1} \sqrt{2\pi(J+1)}\, j_{J-1} \mathbf Y_{J,J-1,\lambda} - \lambda i^J \sqrt{2\pi(2J+1)}\, j_J \mathbf Y_{JJ\lambda} + i^{J+1} \sqrt{2\pi J}\, j_{J+1} \mathbf Y_{J,J+1,\lambda}.$$

Take out $-i^J \sqrt{2\pi(2J+1)}$. Because $i^{J-1} = -i^J\, i$ and $i^{J+1} = -i^J(-i)$, the result is

$$\boxed{ \mathbf e_\lambda e^{ikz} = -\sum_{J \ge 1} i^J \sqrt{2\pi(2J+1)} \left[ \lambda \mathbf A^M_{J\lambda} + i \mathbf A^E_{J\lambda} \right] }$$

with

$$\mathbf A^M_{JM} = j_J(kr) \mathbf Y_{JJM},$$

$$\mathbf A^E_{JM} = \sqrt{\frac{J+1}{2J+1}}\, j_{J-1}(kr) \mathbf Y_{J,J-1,M} - \sqrt{\frac{J}{2J+1}}\, j_{J+1}(kr) \mathbf Y_{J,J+1,M}.$$

Since $\lambda^2 = 1$, the bracket is $\lambda(\mathbf A^M + i\lambda \mathbf A^E)$, the form required by symmetry, with $a_J = -\lambda i^J \sqrt{2\pi(2J+1)}$. The superscripts are so far labels.

### How much of each multipole is present

Average $|\mathbf A|^2$ over a sphere of radius $r$. Orthonormality removes all cross terms. The squared prefactor divided by $4\pi$ is $(2J+1)/2$, so the weights are

$$w_M(J) = \frac{2J+1}{2} j_J^2, \qquad w_E(J) = \frac{(J+1) j_{J-1}^2 + J j_{J+1}^2}{2}.$$

They sum to one because the wave has unit amplitude everywhere. At small $kr$, $j_1 \to kr/3$ gives $w_M(1) \to (kr)^2/6$ and $w_E(2) \to (kr)^2/6$. These are the values found from the linear term.

For a finite radius take $\lambda = 1$ and $kr = 1$. The wave was projected numerically on the vector harmonics, with 28 Gauss–Legendre nodes in $\cos\theta$ and 28 equally spaced azimuths. For $J = 1$ the projections are $2.982937$ for $L = 0$, $-1.307556\,i$ for $L = 1$ and $-0.155499$ for $L = 2$. Therefore

$$w_E(1) = \frac{2.982937^2 + 0.155499^2}{4\pi} = 0.7100, \qquad w_M(1) = \frac{1.307556^2}{4\pi} = 0.1361 .$$

| $J$ | $w_E$ | $w_M$ |
|---|---|---|
| 1 | 0.7100 | 0.1361 |
| 2 | 0.1361 | 0.00962 |
| 3 | 0.00770 | 0.000284 |

The M1 and E2 weights are close even here. The formulas explain it: $w_E(2) = \tfrac32 j_1^2 + j_3^2 = w_M(1) + j_3^2$, and $j_3$ is small at this radius.

The sum can also be followed at one point, with $kr = 1$, polar angle $60^\circ$ and zero azimuth. There the wave has $\mathbf e_1$ component $e^{i/2} = 0.87758 + 0.47943\,i$. The partial sum through $J = 1$ gives $0.84535 + 0.22588\,i$; through $J = 3$ it gives $0.87980 + 0.46948\,i$. The length of the complete vector error, relative to the unit amplitude, falls from $0.379$ to $0.0123$, and to $1.2 \times 10^{-5}$ through $J = 6$.

## Second half: parity, names and transition operators

### Symbols carried forward

The wave has wave number $k$ and helicity $\lambda = \pm1$. The harmonics $\mathbf Y_{JLM}$ couple $Y_{Lm}$ and $\mathbf e_q$ to total angular momentum $J, M$. The first half gave

$$\mathbf e_\lambda e^{ikz} = -\sum_{J \ge 1} i^J \sqrt{2\pi(2J+1)} \left[ \lambda \mathbf A^M_{J\lambda} + i\mathbf A^E_{J\lambda} \right],$$

where $\mathbf A^M_{JM} = j_J \mathbf Y_{JJM}$ and $\mathbf A^E_{JM}$ combines $j_{J-1} \mathbf Y_{J,J-1,M}$ and $j_{J+1} \mathbf Y_{J,J+1,M}$ with coefficients $\sqrt{(J+1)/(2J+1)}$ and $-\sqrt{J/(2J+1)}$. It also gave the coupling coefficients $C(L0;1\lambda|J\lambda)$, equal to $\sqrt{(J+1)/[2(2J-1)]}$, $-\lambda/\sqrt2$ and $\sqrt{J/[2(2J+3)]}$ for $L = J-1, J, J+1$.

### Parity

Inversion acts on a polar vector field as $(P\mathbf A)(\mathbf r) = -\mathbf A(-\mathbf r)$. The minus sign in front comes from reversing the vector itself. Since $Y_{Lm}(-\hat{\mathbf r}) = (-1)^L Y_{Lm}(\hat{\mathbf r})$, a field with orbital number $L$ has parity $(-1)^{L+1}$. Hence

$$P\mathbf A^M_{JM} = (-1)^{J+1} \mathbf A^M_{JM}, \qquad P\mathbf A^E_{JM} = (-1)^J \mathbf A^E_{JM}.$$

Both terms of $\mathbf A^E$ agree, because their $L$ values differ by two. E1 is odd, M1 and E2 are even, and M2 is odd. Each potential has definite $J$, $M$ and parity; $\mathbf A^E$ does not in general have definite $L$. The circular wave mixes both parities at every $J$.

### Transversality and the curl pair

Derivatives become algebra when a field is written as a superposition of plane waves in directions $\mathbf n$. The scalar expansion for a general direction is $e^{ik\mathbf n \cdot \mathbf r} = \sum_L i^L (2L+1) j_L P_L(\mathbf n \cdot \hat{\mathbf r})$. Integration against the rotationally invariant kernel $P_L(\mathbf n \cdot \hat{\mathbf r})$ multiplies every $Y_{Lm}$ by the same constant. Evaluation for $m = 0$ at the pole gives that constant as $4\pi/(2L+1)$. Therefore

$$\int d\Omega_n\, \mathbf Y_{JLM}(\mathbf n) e^{ik\mathbf n \cdot \mathbf r} = 4\pi i^L j_L(kr) \mathbf Y_{JLM}(\hat{\mathbf r}).$$

Under this integral, $\nabla$ becomes $ik\mathbf n$.

First decompose $\mathbf n Y_{JM}$. The field $\mathbf n$ is rotationally invariant, so the product has quantum numbers $J, M$. Its parity permits $L = J \pm 1$:

$$\mathbf n Y_{JM} = \alpha \mathbf Y_{J,J-1,M} + \beta \mathbf Y_{J,J+1,M}, \qquad |\alpha|^2 + |\beta|^2 = 1 .$$

At the pole $\mathbf n = \hat{\mathbf z}$, only harmonics with $m = 0$ are nonzero, with $Y_{L0} = \sqrt{(2L+1)/4\pi}$. Thus

$$\mathbf Y_{JL\lambda}(\hat{\mathbf z}) = \sqrt{\frac{2L+1}{4\pi}}\, C(L0;1\lambda|J\lambda)\, \mathbf e_\lambda .$$

The left side of the decomposition vanishes there for $M = \lambda$, leaving $\alpha\sqrt{J+1} + \beta\sqrt J = 0$. To fix the sign, take $M = J$, where $\mathbf Y_{J,J-1,J} = Y_{J-1,J-1} \mathbf e_1$. In $\alpha = \int Y^*_{J-1,J-1} (\mathbf e_1^* \cdot \mathbf n) Y_{JJ}\, d\Omega$, the three phase signs $(-1)^{J-1}$, $-1$ and $(-1)^J$ multiply to plus one, and the rest is positive. Hence

$$\alpha = \sqrt{\frac{J}{2J+1}}, \qquad \beta = -\sqrt{\frac{J+1}{2J+1}}.$$

Now define two angular amplitudes orthogonal to $\mathbf n Y_{JM}$:

$$\mathbf Z^M_{JM} = \mathbf Y_{JJM}, \qquad \mathbf Z^E_{JM} = \sqrt{\frac{J+1}{2J+1}}\, \mathbf Y_{J,J-1,M} + \sqrt{\frac{J}{2J+1}}\, \mathbf Y_{J,J+1,M}.$$

The plane-wave integral of $\mathbf Z^M$ is $4\pi i^J \mathbf A^M$. For $\mathbf Z^E$, the factor $i^{J+1} = -i^{J-1}$ reverses the second sign and gives $4\pi i^{J-1} \mathbf A^E$.

Each scalar $\mathbf n \cdot \mathbf Z_{JM}$ must be proportional to $Y_{JM}$. Its coefficient is the overlap of $\mathbf Z_{JM}$ with $\mathbf n Y_{JM}$, which is zero. Both amplitudes are tangential, so $\nabla \cdot \mathbf A^M = \nabla \cdot \mathbf A^E = 0$.

At the pole their nonzero values are

$$\mathbf Z^M_{J\lambda}(\hat{\mathbf z}) = -\lambda \sqrt{\frac{2J+1}{8\pi}}\, \mathbf e_\lambda, \qquad \mathbf Z^E_{J\lambda}(\hat{\mathbf z}) = \frac{(J+1) + J}{\sqrt{8\pi(2J+1)}}\, \mathbf e_\lambda = \sqrt{\frac{2J+1}{8\pi}}\, \mathbf e_\lambda .$$

Using $\hat{\mathbf z} \times \mathbf e_\lambda = -i\lambda \mathbf e_\lambda$, we find $\mathbf n \times \mathbf Z^M = i\mathbf Z^E$ at the pole. A rotation carries the pole to any direction and transforms both sides with the same matrices, so the equality holds everywhere. Since $\mathbf n \times (\mathbf n \times \mathbf Z) = -\mathbf Z$ for a tangential vector, also $\mathbf n \times \mathbf Z^E = i\mathbf Z^M$. Then

$$\nabla \times \mathbf A^M = \frac{ik}{4\pi i^J} \int i\mathbf Z^E e^{ik\mathbf n \cdot \mathbf r} d\Omega_n = ik\, \frac{i \cdot i^{J-1}}{i^J}\, \mathbf A^E = ik\mathbf A^E,$$

$$\nabla \times \mathbf A^E = \frac{ik}{4\pi i^{J-1}} \int i\mathbf Z^M e^{ik\mathbf n \cdot \mathbf r} d\Omega_n = ik\, \frac{i \cdot i^J}{i^{J-1}}\, \mathbf A^M = -ik\mathbf A^M .$$

The explicit fields are the pair anticipated by the symmetry argument.

With $u_{JM} = j_J(kr) Y_{JM}$, the same method applied to $\mathbf n Y_{JM}$ gives the remaining, longitudinal combination:

$$\frac{\nabla u_{JM}}{k} = \sqrt{\frac{J}{2J+1}}\, j_{J-1} \mathbf Y_{J,J-1,M} + \sqrt{\frac{J+1}{2J+1}}\, j_{J+1} \mathbf Y_{J,J+1,M}.$$

It is absent from the plane wave.

### Why the labels are electric and magnetic

In free space use zero scalar potential and time factor $e^{-i\omega t}$. The fields are $\mathbf E = i\omega \mathbf A$ and $\mathbf B = \nabla \times \mathbf A$.

The decomposition of $\hat{\mathbf r} Y_{JM}$ also gives the radial components of the harmonics: $\hat{\mathbf r} \cdot \mathbf Y_{JJM} = 0$, while those with $L = J-1$ and $L = J+1$ give $\alpha Y_{JM}$ and $\beta Y_{JM}$. Therefore

$$\hat{\mathbf r} \cdot \mathbf A^M_{JM} = 0, \qquad \hat{\mathbf r} \cdot \mathbf A^E_{JM} = \frac{\sqrt{J(J+1)}}{2J+1} (j_{J-1} + j_{J+1}) Y_{JM}.$$

To simplify the sum, use $j_J = (2i^J)^{-1} \int_{-1}^1 P_J e^{ix\mu} d\mu$ and $(2J+1) P_J = P'_{J+1} - P'_{J-1}$. Integration by parts has no endpoint term and gives $(2J+1) j_J = x(j_{J-1} + j_{J+1})$. Hence

$$\hat{\mathbf r} \cdot \mathbf A^E_{JM} = \sqrt{J(J+1)}\, \frac{j_J(kr)}{kr}\, Y_{JM}.$$

The magnetic type has no radial electric field. The electric type has no radial magnetic field, because its curl is proportional to $\mathbf A^M$. This distinction does not require small $kr$.

### The electric operator at long wavelength

Subtract enough of the longitudinal field to remove the $j_{J-1}$ term. The remaining coefficient of $j_{J+1} \mathbf Y_{J,J+1,M}$ is

$$-\sqrt{\frac{J}{2J+1}} - \frac{J+1}{\sqrt{J(2J+1)}} = -\sqrt{\frac{2J+1}{J}},$$

so

$$\mathbf A^E_{JM} = \sqrt{\frac{J+1}{J}}\, \frac{\nabla u_{JM}}{k} - \sqrt{\frac{2J+1}{J}}\, j_{J+1} \mathbf Y_{J,J+1,M}.$$

For $kr \ll 1$ the gradient is of order $(kr)^{J-1}$ and the last term of order $(kr)^{J+1}$. To leading order,

$$\mathbf A^E_{JM} \to \nabla \chi_{JM}, \qquad \chi_{JM} = \sqrt{\frac{J+1}{J}}\, \frac{k^{J-1}}{(2J+1)!!}\, r^J Y_{JM}.$$

The relative correction is of order $(kr)^2$. For E1, $j_0 - 1 \approx -x^2/6$ and $j_2 \approx x^2/15$ give the root-mean-square error over a sphere, relative to the limiting field:

$$x^2 \sqrt{\frac1{36} + \frac1{2 \cdot 15^2}} = 0.173\, x^2 .$$

Direct evaluation, with fourth-order finite differences for the gradient, gives $1.731 \times 10^{-3}$ at $x = 0.1$ and $4.33 \times 10^{-4}$ at $x = 0.05$.

To obtain a transition operator, consider a spinless particle with $H = p^2/2m + V(\mathbf r)$. Its coupling linear in $\mathbf A$ is, apart from the charge and sign, $(\mathbf p \cdot \mathbf A + \mathbf A \cdot \mathbf p)/2m$. Since a local $V$ commutes with $\chi$,

$$[H,\chi] = \frac{\mathbf p \cdot [\mathbf p,\chi] + [\mathbf p,\chi] \cdot \mathbf p}{2m} = -i\hbar\, \frac{\mathbf p \cdot \nabla\chi + \nabla\chi \cdot \mathbf p}{2m}.$$

Between energy eigenstates this becomes

$$\left\langle f \left| \frac{\mathbf p \cdot \nabla\chi + \nabla\chi \cdot \mathbf p}{2m} \right| i \right\rangle = \frac{i}{\hbar} (E_f - E_i) \langle f | \chi | i \rangle .$$

The electric potential thus couples to the moment $r^J Y_{JM}$. For a nonlocal potential $[H,\chi]$ contains the extra term $[V,\chi]$, so the $\mathbf p \cdot \nabla\chi$ matrix element alone in general no longer equals the right side. The two still agree when $\langle f|[V,\chi]|i\rangle$ vanishes, for example when the nonlocal part acts on neither state. The moment form itself survives. For $\mathbf A = \nabla\chi$ and charge $q$, gauge invariance requires $H \to e^{iq\chi/\hbar} H e^{-iq\chi/\hbar}$, whose linear term is $-(iq/\hbar)[H,\chi]$ with the full $H$. It is the $\mathbf p \cdot \mathbf A$ coupling that is then incomplete.

Hydrogen gives a concrete case. Take a nonrelativistic electron and a fixed point nucleus, in atomic units. For $1s \to 2p$ and $1s \to 3d$, with $J = 1$ and $2$, use $\chi = r^J Y_{J0}$. Since $\nabla^2\chi = 0$, $\mathbf p \cdot \nabla\chi = \nabla\chi \cdot \mathbf p$, and the symmetrized operator is $-i\nabla\chi \cdot \nabla$. The identity becomes $-\langle f|\nabla\chi \cdot \nabla|i\rangle = (E_f - E_i)\langle f|\chi|i\rangle$. The initial state depends only on $r$, so $\nabla\chi \cdot \nabla$ acts through the radial derivative $J r^{J-1}$ of $r^J$. After the common angular factor is removed, the identity reads

$$-J \int_0^\infty R_f\, r^{J+1} \frac{dR_{1s}}{dr}\, dr = (E_f - E_i) \int_0^\infty R_f\, r^{J+2} R_{1s}\, dr .$$

Numerical quadrature gives $0.483850$ on the left for $J = 1$; the right is $0.375000 \times 1.290266 = 0.483850$. For $J = 2$ the left is $0.770235$ and the right is $0.444444 \times 1.733028 = 0.770235$.

### The magnetic operator

For $J = 1$ and small $kr$, $\mathbf A^M_{1M}$ is linear in position. A linear vector field contains $J = 0, 1, 2$, and its $J = 1$ part is the antisymmetric one, proportional to $\mathbf e_M \times \mathbf r$. Its curl fixes the constant:

$$\mathbf B = ik\mathbf A^E_{1M}(0) = ik \sqrt{\frac23}\, \frac{\mathbf e_M}{\sqrt{4\pi}} = \frac{ik\, \mathbf e_M}{\sqrt{6\pi}}, \qquad \mathbf A^M_{1M} \to \tfrac12 \mathbf B \times \mathbf r .$$

The triple product then gives

$$\mathbf A^M_{1M} \cdot \mathbf p \to \tfrac12 \mathbf B \cdot (\mathbf r \times \mathbf p),$$

the orbital magnetic dipole coupling. For a particle with spin, the separate coupling of its spin moment to $\mathbf B$ must be added.

The expansion coefficient of M1 is $-i\lambda\sqrt{6\pi}$. Multiplied by $\mathbf B$, it gives $\lambda k \mathbf e_\lambda$, the uniform field $\mathbf B_0$ found from the first-order wave.

### An arbitrary direction

Let $R = R_z(\phi) R_y(\theta)$ and $\mathbf k = kR\hat{\mathbf z}$. Rotating the whole field gives polarization $R\mathbf e_\lambda$ and phase $e^{i\mathbf k \cdot \mathbf r}$. The rotation acts as $U = e^{-i\phi J_z} e^{-i\theta J_y}$ and turns the member $\lambda$ of a multiplet into $\sum_M D^J_{M\lambda}$ times the member $M$, where $D^J_{M\lambda} = e^{-iM\phi} d^J_{M\lambda}(\theta)$ and $d^J_{M\lambda}(\theta) = \langle J,M | e^{-i\theta J_y} | J,\lambda \rangle$, so

$$R\mathbf e_\lambda e^{i\mathbf k \cdot \mathbf r} = -\sum_{J \ge 1} i^J \sqrt{2\pi(2J+1)} \sum_{M=-J}^{J} D^J_{M\lambda} \left[ \lambda \mathbf A^M_{JM} + i\mathbf A^E_{JM} \right].$$

Other values of $M$ can now appear, since $M$ refers to the fixed $z$ axis and helicity to the propagation direction. At $\theta = 0$, $D^J_{M\lambda} = \delta_{M\lambda} e^{-i\lambda\phi}$. The phase matches $R_z(\phi)\mathbf e_\lambda = e^{-i\lambda\phi}\mathbf e_\lambda$, and the original expansion returns.

### The atomic scale

Choose a wavelength of $500\ \mathrm{nm}$ and a radius of $0.1\ \mathrm{nm}$. Then

$$kr = \frac{2\pi}{500} \times 0.1 = 1.2566 \times 10^{-3}, \qquad \frac{(kr)^2}{6} = 2.632 \times 10^{-7}.$$

The projected wave has M1 and E2 weights of $2.632 \times 10^{-7}$ each, and an E1 weight of $0.999999474$. These numbers describe the field on a sphere. They are not ratios of transition rates, which also contain the matrix elements of the particle. If parity or angular momentum forbids the E1 matrix element, the large E1 weight contributes nothing to that transition at first order in the field, and a weaker multipole can lead.

All numerical values are calculated from the stated model.
